# Driving-force dependence of the differential Marcus transfer coefficient

**Question.** A species O in solution is reduced at a metal electrode in one elementary step, O + e⁻ → R. Treat the metal as a single electronic level at the Fermi energy, so that the continuum of other levels is ignored until part (e). The nuclei move classically, and the electronic coupling \(V\) between the two states is weak and constant.

Let \(\Delta G\) be the free energy of the step and \(-\Delta G\) its driving force. The work of bringing O and R to the reaction site is neglected, and the full electrode potential acts there, so that

\[
\Delta G=e(E-E^{\circ\prime}),
\]

where \(E^{\circ\prime}\) is the formal potential. A more negative potential makes \(\Delta G\) more negative and favours reduction.

The energies before and after transfer, as functions of the nuclear coordinates \(q_i\), are

\[
U_R=\sum_i\tfrac12\kappa_i q_i^2,\qquad
U_P=\sum_i\tfrac12\kappa_i(q_i-a_i)^2+\Delta G .
\]

The stiffnesses \(\kappa_i\) are the same in both states. The reorganisation energy is \(\lambda=\sum_i\frac12\kappa_i a_i^2\), and it does not depend on potential. Use \(\lambda=1\) eV and \(T=298.15\) K, for which \(k_BT=0.025693\) eV. These are round model parameters and describe no particular substance.

## (a) Find the activation energy and the rate constant

**Answer.** The electron jumps while the nuclei stand still, so energy is conserved only where the gap \(X=U_P-U_R\) vanishes. Expanding the square in \(U_P\) gives

\[
X=\sum_i\left(-\kappa_i a_i q_i+\tfrac12\kappa_i a_i^2\right)+\Delta G
=\lambda+\Delta G-\sum_i\kappa_i a_i q_i .
\]

The quadratic terms have cancelled because the stiffnesses are equal.

The activation energy is the least value of \(U_R\) on the plane \(X=0\). With a Lagrange multiplier \(s\), we make

\[
\sum_i\tfrac12\kappa_i q_i^2-s\left(\sum_i\kappa_i a_i q_i-\lambda-\Delta G\right)
\]

stationary. Differentiation with respect to \(q_i\) gives \(\kappa_i q_i=s\kappa_i a_i\), hence \(q_i=s a_i\). Inserting this in the constraint gives \(s\sum_i\kappa_i a_i^2=2\lambda s=\lambda+\Delta G\), so

\[
s=\frac{\lambda+\Delta G}{2\lambda},\qquad
\Delta G^\ddagger=s^2\sum_i\tfrac12\kappa_i a_i^2=s^2\lambda
=\frac{(\lambda+\Delta G)^2}{4\lambda}.
\]

The stationary point is a minimum, since \(U_R\) is a convex quadratic function on a plane. The number \(s\) is the fractional position of the crossing point on the straight line from the reactant minimum (\(s=0\)) to the product minimum (\(s=1\)).

For the rate we also need the prefactor, because it could depend on \(\Delta G\). For weak coupling the golden rule gives \(k=(2\pi/\hbar)|V|^2p(0)\), where \(p(X)\) is the thermal probability density of the gap in the reactant well. There each \(q_i\) is Gaussian with mean zero and variance \(k_BT/\kappa_i\). The gap is linear in the \(q_i\), so it is Gaussian too, with mean \(\lambda+\Delta G\) and variance

\[
\sum_i(\kappa_i a_i)^2\frac{k_BT}{\kappa_i}=k_BT\sum_i\kappa_i a_i^2=2\lambda k_BT .
\]

Its density at zero gives

\[
k=\frac{2\pi}{\hbar}\,\frac{|V|^2}{\sqrt{4\pi\lambda k_BT}}
\exp\!\left[-\frac{(\lambda+\Delta G)^2}{4\lambda k_BT}\right].
\]

The prefactor contains \(T\) and \(\lambda\) but not \(\Delta G\).

## (b) At what driving force does the differential transfer coefficient differ from one half by 0.1?

The coefficient is defined by \(\alpha=-k_BT\,\partial\ln k/\partial\Delta G\).

**Answer.** Only the exponent depends on \(\Delta G\), so

\[
\alpha=k_BT\,\frac{2(\lambda+\Delta G)}{4\lambda k_BT}
=\frac12\left(1+\frac{\Delta G}{\lambda}\right).
\]

This equals \(s\): the coefficient measures how far along the line between the minima the crossing lies. A departure of size \(\delta\) requires

\[
\left|\alpha-\tfrac12\right|=\frac{|\Delta G|}{2\lambda}=\delta
\quad\Longrightarrow\quad |\Delta G|=2\delta\lambda .
\]

With \(\delta=0.1\) and \(\lambda=1\) eV,

\[
|\Delta G|=2\times0.1\times1\ \text{eV}=0.20\ \text{eV}\quad(19.3\ \text{kJ/mol}).
\]

There are two solutions. At a driving force of \(+0.20\) eV the crossing has moved towards the reactant and \(\alpha=0.4\). At \(-0.20\) eV it has moved towards the product and \(\alpha=0.6\).

Temperature has cancelled: it sets the size of the rate but not the place where the surfaces cross. A root search on rates obtained by integrating the Boltzmann distribution of a two-mode model gives the same 0.20 eV at 298.15 K and at 350 K. For \(\lambda=0.7\) eV it gives 0.14 eV, as the proportionality to \(\lambda\) requires. These values are in the numerical output.

The reverse step, the oxidation of R, starts in the product well. There the mean of \(q_i\) is \(a_i\), so the mean gap is \(\lambda+\Delta G-2\lambda=\Delta G-\lambda\), with the same variance. Hence \(k_b\propto\exp[-(\lambda-\Delta G)^2/(4\lambda k_BT)]\), and

\[
\alpha_b=k_BT\frac{\partial\ln k_b}{\partial\Delta G}
=\frac12\left(1-\frac{\Delta G}{\lambda}\right)=1-\alpha .
\]

Where the reduction has 0.4, the oxidation has 0.6.

## (c) What does this departure do to the rate, and would a coefficient defined through the whole barrier show it equally?

**Answer.** At a driving force of 0.20 eV the barrier is \((0.8)^2/4=0.16\) eV, against \(1/4=0.25\) eV at zero driving force. The rate therefore grows by

\[
\exp\!\left(\frac{0.25-0.16}{0.025693}\right)\approx33 .
\]

Had \(\alpha\) stayed at one half, the barrier would have fallen by 0.10 eV and the gain would have been \(\exp(0.10/0.025693)\approx49\).

The local Tafel slope, the size of the potential change per tenfold change of rate, follows from \(d\Delta G=e\,dE\):

\[
\left|\frac{dE}{d\log_{10}k}\right|=\frac{k_BT\ln10}{e\,\alpha}.
\]

It rises from 118 mV per decade at \(\alpha=0.5\) to 148 mV per decade at \(\alpha=0.4\). These slopes refer to the rate constant, so a measured current must first be freed of transport and of the reverse reaction.

An integral coefficient \(\beta\) is defined by \(\Delta G^\ddagger=\lambda/4+\beta\,\Delta G\). Expanding the barrier,

\[
\frac{(\lambda+\Delta G)^2}{4\lambda}
=\frac{\lambda}{4}+\frac{\Delta G}{2}+\frac{\Delta G^2}{4\lambda}
\quad\Longrightarrow\quad
\beta=\frac12+\frac{\Delta G}{4\lambda}.
\]

It is the average of \(\alpha\) between zero driving force and the point considered, so it departs half as fast. At a driving force of 0.20 eV it is 0.45, and it reaches 0.40 only at 0.40 eV. The definition of the coefficient thus changes the answer by a factor of two.

## (d) Is one half still the value for minima of equal energy if the stiffness changes on transfer?

Consider one mode, with stiffness \(\kappa\) before and \(\kappa'\) after transfer, and minima of equal energy. Use the slope of the barrier energy as the coefficient.

**Answer.** Let the product minimum lie at \(q=a\) and at energy \(\Delta\) above the reactant minimum. The crossing satisfies

\[
\tfrac12\kappa q^2=\tfrac12\kappa'(a-q)^2+\Delta .
\]

Differentiating with respect to \(\Delta\) gives \(\kappa q\,q_\Delta=-\kappa'(a-q)\,q_\Delta+1\), where \(q_\Delta=dq/d\Delta\). The barrier is \(\frac12\kappa q^2\), so its slope is

\[
\alpha=\kappa q\,q_\Delta=\frac{\kappa q}{\kappa q+\kappa'(a-q)} .
\]

At \(\Delta=0\) the crossing condition becomes \(\sqrt{\kappa}\,q=\sqrt{\kappa'}\,(a-q)\). Then \(\kappa q=\sqrt{\kappa}\,\sqrt{\kappa'}\,(a-q)\), and cancelling \(\sqrt{\kappa'}\,(a-q)\) leaves

\[
\alpha=\frac{\sqrt{\kappa}}{\sqrt{\kappa}+\sqrt{\kappa'}} .
\]

This is one half only for \(\kappa=\kappa'\). For \(\kappa'/\kappa=1.2\) it is \(1/(1+\sqrt{1.2})=0.477\). A stiffening of 20% in this single mode therefore moves the barrier slope by 0.023, almost a quarter of the departure asked for in (b), although the minima are level. Level minima do not mean exactly zero driving force here, because the stiffer well has a free energy higher by \(\frac12k_BT\ln(\kappa'/\kappa)\approx0.002\) eV. With \(\lambda\) near 1 eV, correcting for this would lower \(\alpha\) by only about 0.001. The barrier slope is also not quite the coefficient defined from the rate in (b). The gap is no longer linear in \(q\), so the prefactor, proportional to \(1/S\) with \(S=|dX/dq|=\kappa q+\kappa'(a-q)\) at the crossing, depends on \(\Delta\). Since \(q_\Delta=1/S\), this adds \(k_BT(\kappa-\kappa')/S^2\) to \(\alpha\), with \(S^2=\kappa\kappa' a^2\) at \(\Delta=0\). For \(\frac12\kappa a^2=1\) eV the term is about \(-0.002\), so the rate gives 0.475 at level minima and about 0.474 at zero driving force. The result \(2\delta\lambda\) rests on equal stiffnesses.

## (e) How far does the neglected continuum change the result?

Take a flat band with constant coupling, reaching so far below and above the Fermi energy that its edges play no part. Let \(\varepsilon\) be the energy of a metal level relative to the Fermi level and \(f(\varepsilon)=1/(1+e^{\varepsilon/k_BT})\) its occupation.

**Answer.** An electron taken from level \(\varepsilon\) brings the energy \(\varepsilon\) with it, so its reaction free energy is \(\Delta G-\varepsilon\). Summing over occupied levels,

\[
k\propto\int f(\varepsilon)\,
\exp\!\left[-\frac{(\lambda+\Delta G-\varepsilon)^2}{4\lambda k_BT}\right]d\varepsilon .
\]

Differentiating under the integral, and writing \(\langle\varepsilon\rangle\) for the mean with the integrand as weight,

\[
\alpha=\frac{\lambda+\Delta G-\langle\varepsilon\rangle}{2\lambda}
=\frac12+\frac{\Delta G-\langle\varepsilon\rangle}{2\lambda}.
\]

The sign of \(\langle\varepsilon\rangle\) follows from the weight. Write \(f=e^{-\varepsilon/2k_BT}/[2\cosh(\varepsilon/2k_BT)]\) and expand the square. The terms linear in \(\varepsilon\) combine to

\[
\frac{\varepsilon}{k_BT}\left(\frac{\lambda+\Delta G}{2\lambda}-\frac12\right)
=\frac{\varepsilon\,\Delta G}{2\lambda k_BT},
\]

so that, apart from factors independent of \(\varepsilon\), the weight is

\[
\frac{e^{\varepsilon\Delta G/(2\lambda k_BT)}\,e^{-\varepsilon^2/(4\lambda k_BT)}}{\cosh(\varepsilon/2k_BT)} .
\]

At \(\Delta G=0\) this is even, \(\langle\varepsilon\rangle=0\), and \(\alpha\) is still one half. For \(\Delta G<0\) the first factor favours levels below the Fermi energy, so \(\langle\varepsilon\rangle<0\) and \(\alpha\) exceeds the single-level value.

At a driving force of 0.20 eV the computed mean is \(-0.021\) eV, which gives

\[
\alpha=0.5+\frac{-0.200+0.021}{2}\approx0.41 .
\]

To bring \(\alpha\) down to 0.40, the driving force must be 0.224 eV, about 12% above the single-level answer.

The shift is thermal. In terms of \(x=\varepsilon/k_BT\), the Gaussian factor is \(e^{-x^2k_BT/(4\lambda)}\), which tends to one on cooling. For fixed \(|\Delta G|<\lambda\) the mean of \(x\) then tends to a constant, and \(\langle\varepsilon\rangle\) vanishes in proportion to \(T\). At one tenth of the temperature, 29.8 K, the classical formula needs 0.203 eV. That value illustrates the limit of the formula and is no prediction for a real electrode, where classical nuclear motion would be doubtful at such a temperature.

At large driving force the two models differ in kind. The single level gives \(\alpha=0\) at \(-\Delta G=\lambda\) and negative values beyond, where the rate falls as the driving force grows. For the continuum, substitute \(u=\varepsilon-\Delta G\):

\[
k\propto\int f(u+\Delta G)\,e^{-(\lambda-u)^2/(4\lambda k_BT)}\,du .
\]

Since \(f\) decreases with its argument, \(k\) never falls as the driving force grows, and \(\alpha\) stays positive. Once \(-\Delta G\) is well above \(\lambda\), \(f\) is close to one wherever the Gaussian matters, so \(k\) levels off at a plateau and \(\alpha\) tends to zero. Ignoring the continuum is therefore a modest correction at 0.20 eV, but it fails qualitatively once the driving force reaches \(\lambda\).

## Computed values

```
reorganisation energy: 1.000 eV
departure from one half: 0.100
temperature: 298.15 K
thermal energy kT: 0.025693 eV
driving force for alpha 0.4: 0.2000 eV
same driving force: 19.30 kJ/mol
driving force for alpha 0.6: -0.2000 eV
driving force for alpha 0.4 at 350 K: 0.2000 eV
smaller reorganisation energy tried: 0.700 eV
its driving force for alpha 0.4: 0.1400 eV
barrier at zero driving force: 0.2500 eV
barrier at alpha 0.4: 0.1600 eV
barrier at alpha 0.6: 0.3600 eV
crossing position at alpha 0.4: 0.4000
reverse coefficient there: 0.6000
rate gain from zero to that driving force: 33.21
gain if alpha stayed one half: 49.02
Tafel slope at zero driving force: 118.3 mV/decade
Tafel slope at alpha 0.4: 147.9 mV/decade
integral coefficient there: 0.4500
driving force for integral 0.4: 0.4000 eV
unequal stiffness ratio after/before: 1.20
alpha at equal minima, unequal stiffness: 0.4772
continuum alpha at driving force 0.2 eV: 0.4105
continuum mean electron level there: -0.0210 eV
continuum driving force for alpha 0.4: 0.2236 eV
low temperature for comparison: 29.815 K
continuum driving force at low temperature: 0.2026 eV
```
